\section*{The Ovchinnikov rule and singlet-triplet gaps of TMM, TME and m-xylylene, part 2}

Each $\pi$ carbon is one of $L$ sites of a connected bipartite graph, with sets $A$, $B$ of sizes $n_A\ge n_B$ and $\eta_x=+1$ on $A$, $-1$ on $B$. The Ovchinnikov rule gives the ground state spin $S_0=(n_A-n_B)/2$. TMM has centre 0 and leaves 1, 2, 3 ($S_0=1$). TME has bonded centres 0, 1, leaves 2, 3 on 0 and 4, 5 on 1 ($S_0=0$). MX has a ring 0 to 5, site 6 on 0 and site 7 on 2 ($S_0=1$). With spins in units of $\hbar$, the models are
\begin{align}
H_{\rm Heis}&=\sum_{\langle ij\rangle}J_{ij}\,\mathbf s_i\cdot\mathbf s_j, \qquad J_{ij}>0,\\
H_{\rm Hub}&=-\sum_{\langle ij\rangle\sigma}t_{ij}\,(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma})+U\sum_i n_{i\uparrow}n_{i\downarrow},
\end{align}
the second with real $t_{ij}\neq0$, $U>0$ and $L$ electrons. $E(S)$ is the lowest energy of spin $S$, and $\Delta=E(0)-E(1)$. Uniform parameters are $J=1$ eV, and $t=2.5$ eV with $U=5$ or $25$ eV.

The claim for both models, with $L$ even, is that the lowest state with $S_z=M\ge0$ is unique and has spin $\max(M,S_0)$. It is proved for the Heisenberg model (Lieb--Mattis): the Marshall sign, $(-1)$ to the number of up spins on $B$, makes all off-diagonal elements negative. The swap argument builds the swap of any two sites from bond swaps, linking all configurations.

At weak repulsion two electrons share zero modes $a,b$, with $K=U\sum a_x^2b_x^2$, $J_{aa}=U\sum a_x^4$, $J_{bb}=U\sum b_x^4$. The leading $\Delta$ is $U/3$ (TMM), $U/8$ (MX) and, since $K=0$, $-11U^2/432t$ (TME). The last uses $A_{ir}=\sum_xa_x^2\phi_i\phi_r$, $B_{ir}=\sum_xb_x^2\phi_i\phi_r$ for filled $i$ and empty $r$ orbitals of energies $\varepsilon_i,\varepsilon_r$.

At strong repulsion, with corrections of order $t^4/U^3$,
\begin{equation}
H_{\rm eff}=\sum_{\langle ij\rangle}\frac{4t_{ij}^2}{U}\left(\mathbf s_i\cdot\mathbf s_j-\tfrac14\right).
\label{heff}
\end{equation}
In TME, $\mathbf L=\mathbf s_2+\mathbf s_3$, and an allyl half of spin $j$ ($j_1$, $j_2$ for the two halves) has $J\,\mathbf s_0\cdot\mathbf L=-J$ for $L=1,j=\tfrac12$ and $+J/2$ for $L=1,j=\tfrac32$. In the doublet $\mathbf s_0=-\tfrac13\mathbf j$, so a weak central coupling $J'$ gives $\Delta=-J'/9$, or $-0.111$ eV if extended to $J'=J$.

\subsection{Hubbard model: Lieb's theorem}

At $L$ electrons, $\sum n_\uparrow n_\downarrow=\sum(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)+L/4$, and the constant is dropped. Put $c_{i\downarrow}=\eta_if_i^\dagger$. On a bond $\eta_i\eta_j=-1$, so $c^\dagger_{i\downarrow}c_{j\downarrow}=-f_if_j^\dagger=f_j^\dagger f_i$ and the hopping keeps its form, while $n_{i\downarrow}-\tfrac12=-(f_i^\dagger f_i-\tfrac12)$ reverses the sign of $U$. The number of $f$ particles is $L-N_\downarrow=L/2+M=N_\uparrow$. Both species now run over the same configurations, and a state is a square matrix, $\psi=\sum W_{\alpha\beta}|\alpha\rangle_\uparrow|\beta\rangle_f$. With all up operators written first, the bilinear $f$ operators pass them without a sign. Let $T$ be the real symmetric hopping matrix of one species and $\Lambda_x$ the diagonal matrix of $n_x-\tfrac12$. The eigenvalue equation is
\begin{equation}
TW+WT-U\sum_x\Lambda_xW\Lambda_x=EW .
\label{W}
\end{equation}
Its adjoint shows that $W^\dagger$ is also a solution, so the ground space is spanned by the Hermitian matrices $W+W^\dagger$ and $i(W-W^\dagger)$. For Hermitian $W$ with eigenvalues $w_k$, the norm is ${\rm Tr}\,W^2$ and, in the eigenbasis of $W$,
\begin{equation}
\langle\psi|H|\psi\rangle=2\,{\rm Tr}\,TW^2-U\sum_{x,k,l}w_kw_l\,|(\Lambda_x)_{kl}|^2 .
\end{equation}
The matrix $|W|$ with eigenvalues $|w_k|$ has the same square, and for $U>0$ its last term is no higher, so $|W|$ is a ground state too, and $R=|W|-W\ge0$ solves \eqref{W}. Take $v$ with $Rv=0$. Sandwiching \eqref{W} between $v^\dagger$ and $v$ leaves $\sum_x(\Lambda_xv)^\dagger R(\Lambda_xv)=0$; each term is a squared norm $|R^{1/2}\Lambda_xv|^2$, so $R\Lambda_xv=0$. Applying \eqref{W} to $v$ then leaves $RTv=0$. The kernel of $R$ is invariant under $T$ and all $\Lambda_x$. Products of $\tfrac12\pm\Lambda_x$ project on single configurations, so a nonzero kernel contains some $|\alpha\rangle$, then through $T|\alpha\rangle$ every configuration one hop away (the element is $\pm t_{ij}\neq0$), and by the swap argument, with occupied and empty in place of up and down, all configurations. So $R$ is invertible, which makes every $w_k<0$, or $R=0$, in which case the same argument for $|W|+W=2W\ne0$ makes every $w_k>0$. Two independent Hermitian ground states would have a real traceless combination, which cannot be definite. The ground state of each sector is unique for every $U>0$.

A nondegenerate eigenvector of a finite matrix is continuous in $U$, and its spin is discrete, so the spin is the same for all $U>0$. As $U\to\infty$ the state tends to the ground state of \eqref{heff}, whose gap scales as $t^2/U$ and outweighs the $t^4/U^3$ corrections, so the spin is $\max(M,S_0)$. In both models TMM and MX have triplet ground states and TME a singlet.

\subsection{Closed forms and the failure of the conditions}

For TMM, with leaf spin $S_L$, $H=\tfrac J2[S(S+1)-S_L(S_L+1)-\tfrac34]$. The value $S_L=\tfrac32$ gives $-5J/4$ ($S=1$) and $3J/4$ ($S=2$), and the two $S_L=\tfrac12$ states give $-3J/4$ ($S=0$) and $J/4$ ($S=1$). Thus $\Delta=J/2$. A coupling $J_2$ among the leaves, which lie on one sublattice, adds $\tfrac{J_2}2[S_L(S_L+1)-\tfrac94]=\pm\tfrac34J_2$, so for $J_2<J$
\begin{equation}
\Delta=\left(-\tfrac34J-\tfrac34J_2\right)-\left(-\tfrac54J+\tfrac34J_2\right)=\tfrac12J-\tfrac32J_2 ,
\end{equation}
and the rule fails beyond $J_2=J/3$. At $U=0$ it fails through the degeneracy of the zero modes.

For TME, $H/J=X+\mathbf s_0\cdot\mathbf s_1$ with $X=\mathbf s_0\cdot\mathbf L+\mathbf s_1\cdot\mathbf R$, $\mathbf R=\mathbf s_4+\mathbf s_5$, and $L,R$ conserved. If $L=0$, $R=1$ (or the reverse), $H/J=\mathbf s_1\cdot(\mathbf s_0+\mathbf R)$ is part of the TMM problem, bounded below by $-\tfrac54$; if $L=R=0$ the lowest value is $-\tfrac34$. For $L=R=1$ use states $|s,P\rangle$ with $\mathbf s=\mathbf s_0+\mathbf s_1$, $\mathbf P=\mathbf L+\mathbf R$:
\begin{equation}
X=\tfrac12\,\mathbf s\cdot\mathbf P+\tfrac12(\mathbf s_0-\mathbf s_1)\cdot(\mathbf L-\mathbf R).
\end{equation}
The first term is diagonal, $\tfrac14[S(S+1)-s(s+1)-P(P+1)]$. The second is odd under $\mathbf s_0\leftrightarrow\mathbf s_1$, so it only joins $s=0$ to $s=1$. The eigenvalues of $X$ are sums of the allyl values $-1$ and $+\tfrac12$, which fixes the off-diagonal elements.

The singlets $|0,0\rangle,|1,1\rangle$ have diagonal $X=0,-1$ and eigenvalues $-2,+1$ ($j_1=j_2$), so the determinant gives $-x^2=-2$. Adding $\mathbf s_0\cdot\mathbf s_1=-\tfrac34,+\tfrac14$ makes both diagonal elements $-\tfrac34$, and $E=(-\tfrac34\pm\sqrt2)J$.

The triplets are $|0,1\rangle,|1,0\rangle,|1,2\rangle,|1,1\rangle$, with eigenvalues of $X$ equal to $-2,+1,-\tfrac12,-\tfrac12$. The second term is also odd under $\mathbf L\leftrightarrow\mathbf R$, under which $P=1$ is odd and $P=0,2$ even, so $|1,1\rangle$ cannot couple to $|0,1\rangle$ and stands alone with $X=-\tfrac12$, $E=-J/4$. The other three have diagonal $0,0,-\tfrac32$, elements $x,y$ from $|0,1\rangle$ to $|1,0\rangle,|1,2\rangle$, and eigenvalues $-2,1,-\tfrac12$. The determinant gives $\tfrac32x^2=1$, and the sum of principal $2\times2$ minors gives $-x^2-y^2=-2+1-\tfrac12$, so $x^2=\tfrac23$, $y^2=\tfrac56$. The matrix $H/J+\tfrac34$ has diagonal $0,1,-\tfrac12$, and its eigenvalues $u$ obey
\begin{equation}
u(u-1)(u+\tfrac12)-\tfrac23(u+\tfrac12)-\tfrac56(u-1)=u^3-\tfrac12u^2-2u+\tfrac12=0 .
\end{equation}
The lowest root is $-1.3131$, so $E(1)=-2.0631J$, $E(0)=-2.1642J$ and $\Delta=-0.1011J$.

MX was diagonalized numerically: $E(0)=-2.9622J$, $E(1)=-3.3214J$, $\Delta=0.3592J$. Moving site 7 to the para position gives $n_A=n_B=4$ and $\Delta=-0.364J$.

The numerical check diagonalizes both models in every $M$ sector, for uniform and random couplings and for $U/t=0.5$, 2, 3, 8 and 20, and asserts uniqueness, the spin and the level order. It also asserts Marshall positivity, the definiteness of $W$, the agreement of the $+U$ and $-U$ energies and their disagreement on a graph with a triangle, the closed forms above, the extrapolated limits of small $U$ and large $U$, and the ratio $\Delta/J'=-1/9$ to within $10^{-4}$ at $J'=0.001J$.

\section{Comparison}

Energies in eV are below; $\Delta$ was formed before rounding, so its last digit can differ by one from the difference of the entries.
\begin{center}
\begin{tabular}{llrrr}
 & & $E(0)$ & $E(1)$ & $\Delta$\\
TMM & $U=5$ & $-5.0000$ & $-5.8504$ & $0.8504$\\
 & $U=25$ & $-1.4575$ & $-1.9235$ & $0.4659$\\
TME & $U=5$ & $-9.9879$ & $-9.8922$ & $-0.0957$\\
 & $U=25$ & $-3.2844$ & $-3.1931$ & $-0.0912$\\
MX & $U=5$ & $-15.6820$ & $-16.0344$ & $0.3523$\\
 & $U=25$ & $-4.8033$ & $-5.1318$ & $0.3284$
\end{tabular}
\end{center}
With 1 eV $=23.06$ kcal/mol, the gaps of TMM, TME and MX are $19.6$, $-2.2$ and $8.1$ kcal/mol at $U=5$ eV, and $11.5$, $-2.3$ and $8.3$ kcal/mol in the Heisenberg model. The TMM singlet at $U=2t$ equals $-2t$ to the printed digits; whether this is exact is not examined here.

Every estimated sign is right, as it must be: the ground spin does not depend on $U$, so a nonzero leading term at either end carries the sign for all $U>0$. The leading coefficients are confirmed by extrapolated diagonalization: $0.3333$ and $0.125$ for $\Delta/U$ in TMM and MX, $-0.025463$ for $\Delta t/U^2$ in TME, and $0.5000$, $-0.1011$, $0.3593$ for $\Delta U/4t^2$. The last differs from the Heisenberg $0.3592$ by less than the $10^{-3}$ tolerance of the extrapolation.

At $U=25$ eV the Heisenberg gaps exceed the Hubbard ones in magnitude by $(0.5000-0.4659)/0.4659=7\%$, $(0.1011-0.0912)/0.0912=11\%$ and $(0.3592-0.3284)/0.3284=9\%$ of the Hubbard value, which is $(t/U)^2=0.01$ times a factor between 7 and 11, the order expected from the $t^4/U^3$ correction (as $U$ grows the factor settles at 7 for TMM and 10 for TME, while for MX it falls from 9.4 at $U=10t$ to 6.7 at $U=30t$, so higher orders still contribute there at $U=25$ eV). The allyl estimate $-0.111$ eV exceeds the exact Heisenberg $-0.101$ eV by 10\% of the latter, although $J'=J$ is not small.

At $U=5$ eV the weak-repulsion estimates are too large by factors $1.667/0.850=2.0$ (TMM), $0.255/0.0957=2.7$ (TME) and $0.625/0.352=1.8$ (MX). The rising and falling asymptotes of $|\Delta|$ cross where $U/3=2t^2/U$, $11U^2/432t=0.1011\cdot4t^2/U$ and $U/8=0.3592\cdot4t^2/U$, that is at $U/t\approx2.4$, $2.5$ and $3.4$. The point $U=2t$ lies below all three crossings, and neither series has a small parameter there. The strong-repulsion form with $J=4\cdot2.5^2/5=5$ eV is worse still, $2.5$ eV for TMM. The exact gaps at $U=5$ eV lie below both asymptotes, an observation for these graphs and not a derived bound.

TME has the smallest gap in magnitude at both values of $U$ and in the Heisenberg model, and both limits give a reason: $K=0$ at weak repulsion, the factor $(-\tfrac13)^2$ at strong repulsion. Twisting about the central bond, modelled by $t'=t\cos\theta$, keeps the graph connected and the singlet lowest for $\theta<90^\circ$. Reversing the sign of all operators on one half maps $t'\to-t'$, so $\Delta$ is even in $t'$, and provided the charge-transfer states of the separated halves lie higher it starts as $t'^2$. At $60^\circ$ a pure $\cos^2\theta$ law predicts a ratio $0.25$, and diagonalization at $U=5$ eV gives $0.0275/0.0957=0.29$. At $90^\circ$ the graph is cut, two independent doublets remain and $\Delta=0$. This vanishing, and the $\cos^2\theta$ trend, belong to the nearest-neighbour model and should not be read as the behaviour of the twisted molecule. Through-space hopping from leaves 2, 3 to leaves 4, 5 survives at $90^\circ$. It joins opposite sublattices, so the theorem still gives a singlet, and it couples the two zero modes directly: with $t'=0$, $t_{24}=t_{35}=-t_{25}=-t_{34}=0.05t$ and $U=5$ eV the gap is $\Delta=-0.077$ eV, close to the untwisted value.

For real molecules the rule is a model result. The parameters used here were not fitted, so the gaps are not predictions of measured ones. Intersite repulsion, same-sublattice hopping, antiferromagnetic same-sublattice exchange, the $\sigma$ electrons and the different geometries of singlet and triplet are not covered by the proofs. Ferromagnetic same-sublattice exchange is covered by the first, because its swap elements are already negative and leave the Marshall sign unchanged.

\section*{Calculated quantities}
\begin{verbatim}
inputs: t = 2.5 eV, U = 5.0 and 25.0 eV, J = 1.0 eV
4t^2/U at U = 25.0 eV: 1.0000 eV; 1 eV = 23.0605 kcal/mol
TMM: nA = 3, nB = 1, S0 = 1, zero modes = 2
TMM: Hueckel levels/t = -1.732 0.000 0.000 1.732
TMM: K/U = 0.1667, Jaa/U = 0.5000, Jbb/U = 0.5000
TMM: singlets above triplet /U: formula [0.3333 0.3333 0.6667], exact [0.3333 0.3333 0.6667]
TMM: large-U limit of Delta U/(4t^2) = 0.5000
TME: nA = 3, nB = 3, S0 = 0, zero modes = 2
TME: Hueckel levels/t = -2.000 -1.000 0.000 0.000 1.000 2.000
TME: K/U = 0.0000, Jaa/U = 0.5000, Jbb/U = 0.5000
TME: singlets above triplet /U: formula [0.  0.5 0.5], exact [0.  0.5 0.5]
TME: sum A B/(er-ei) = -0.006366 1/t; Delta t/U^2: formula -0.025463, exact -0.025463
TME: large-U limit of Delta U/(4t^2) = -0.1011
MX: nA = 5, nB = 3, S0 = 1, zero modes = 2
MX: Hueckel levels/t = -2.175 -1.414 -1.126 0.000 0.000 1.126 1.414 2.175
MX: K/U = 0.1667, Jaa/U = 0.3333, Jbb/U = 0.2500
MX: singlets above triplet /U: formula [0.125  0.3333 0.4583], exact [0.125  0.3333 0.4583]
MX: large-U limit of Delta U/(4t^2) = 0.3593
TMM: singlet falls below triplet at J2/J = 0.333333
TME: roots u of the triplet cubic = -1.31310 0.24243 1.57067
TME: Delta/J' for J' = 0.001 J: -0.11111
TME: U = 5.0 eV, twist 60 deg: Delta = -0.0275 eV
TME: U = 5.0 eV, twist 90 deg: |Delta| = 0.0000 eV
p-xylylene control: nB = 4 of 8, Heisenberg Delta = -0.3640 eV
TMM Heisenberg J = 1.0 eV: E0 = -0.7500, E1 = -1.2500, Delta = 0.5000 eV = 11.53 kcal/mol
TMM Hubbard U = 5.0 eV: E0 = -5.0000, E1 = -5.8504, Delta = 0.8504 eV = 19.61 kcal/mol
TMM Hubbard U = 25.0 eV: E0 = -1.4575, E1 = -1.9235, Delta = 0.4659 eV = 10.74 kcal/mol
TMM leading weak-U estimate at U = 5.0 eV: Delta = 1.6667 eV
TME Heisenberg J = 1.0 eV: E0 = -2.1642, E1 = -2.0631, Delta = -0.1011 eV = -2.33 kcal/mol
TME Hubbard U = 5.0 eV: E0 = -9.9879, E1 = -9.8922, Delta = -0.0957 eV = -2.21 kcal/mol
TME Hubbard U = 25.0 eV: E0 = -3.2844, E1 = -3.1931, Delta = -0.0912 eV = -2.10 kcal/mol
TME leading weak-U estimate at U = 5.0 eV: Delta = -0.2546 eV
MX Heisenberg J = 1.0 eV: E0 = -2.9622, E1 = -3.3214, Delta = 0.3592 eV = 8.28 kcal/mol
MX Hubbard U = 5.0 eV: E0 = -15.6820, E1 = -16.0344, Delta = 0.3523 eV = 8.12 kcal/mol
MX Hubbard U = 25.0 eV: E0 = -4.8033, E1 = -5.1318, Delta = 0.3284 eV = 7.57 kcal/mol
MX leading weak-U estimate at U = 5.0 eV: Delta = 0.6250 eV
\end{verbatim}
